# Core-Level Centroid Shift of an Oxide Film with a Potential Drop, part 1

(Sections cited here and not found follow in the second part.)

## From the potential in the film to the centroid

Q: A voltage is applied across an oxide film and the film's core-level line moves. But the potential differs from one side of the film to the other. What does the movement of one line measure?

A: It measures an average of the potential, weighted by how many photoelectrons each depth sends to the detector. The place to start is the potential itself. Let the film lie between a thin gate and a substrate. Let $z$ be the depth below the gate side, so that $z=0$ is the gate side and $z=d$ is the substrate side. The algebra is in atomic units: the elementary charge, the electron mass, $\hbar$ and $4\pi\varepsilon_0$ are all one, and a potential and the energy it gives a unit charge have the same numerical value.

If the film has uniform permittivity and no charge inside it, Poisson's equation reduces to

$$\frac{d^2\phi}{dz^2}=0 .$$

Two integrations give $\phi=a+bz$. I take the potential as zero on the oxide side of the substrate interface and call its value on the gate side $V$. Then $a=V$, and $a+bd=0$ gives $b=-V/d$. Therefore

$$\phi(z)=V\left(1-\frac{z}{d}\right).$$

Here $V$ is the drop across the oxide alone. It is not the whole voltage on the device, part of which can fall in the substrate or the gate.

Q: Which way does a positive potential move the line? An electron has negative charge, and I can see a sign being lost.

A: The electron's potential energy is $-\phi$. Where $\phi$ is positive, a core orbital of energy $\epsilon$ moves to $\epsilon-\phi$, which is lower. The binding energy is the reference energy minus the orbital energy, $E_B=E_{\rm ref}-\epsilon$. It becomes

$$E_{\rm ref}-(\epsilon-\phi)=E_B+\phi .$$

So a positive potential raises the binding energy, and the photoelectron arrives with less energy. If the polarity is reversed, $V$ is negative and the line moves to lower binding energy.

Q: The electron must then cross the rest of the film, where the field acts on it. Should the energy gained or lost on the way not be added?

A: No, because that would count the potential twice. In a static potential, the kinetic energy of a moving electron changes but its total energy does not. After absorbing a photon of energy $\omega$, an electron that suffers no energy loss has total energy $\epsilon-\phi(z)+\omega$, and it keeps that total all the way to the analyser. The analyser measures this total against its own reference, which I hold fixed relative to the oxide side of the substrate interface. The potential at the point of emission is therefore the one that counts. Electrons that lose energy by inelastic scattering leave the line and go into the background, which is assumed to have been removed.

Q: You have shifted the core orbital as though it sat at one point. It has a size, and the potential changes across it.

A: Expand the potential about the nucleus at $z_c$. For a linear potential the expansion stops after two terms:

$$\phi(z)=\phi(z_c)+\phi'(z_c)(z-z_c).$$

To first order in the applied potential, the orbital energy changes by the average of $-\phi$ over the orbital's density. If that density is symmetric about the nucleus, the average of $z-z_c$ is zero. What remains is $-\phi(z_c)$, so the orbital follows the potential at its centre. The next correction comes from polarizing the orbital and is quadratic in the field.

This was tested on a one-dimensional core well, $-10/\cosh^2(z-0.7)$ in atomic units, placed in the potential $0.02-Fz$. The field $F$ corresponds to 2.00 MV/cm. The lowest state was found by diagonalization with and without this potential. The rise in binding energy differed from the potential at the well's centre by $1.7\times10^{-7}$ eV. Second-order perturbation theory for this well gives a polarization term of the same size, so the residual is the correction quadratic in the field. The well tests the principle and does not represent any particular atom.

Q: An atom in an oxide is surrounded by other polarized atoms. Is the macroscopic potential really the potential at the nucleus?

A: Not by itself. The potential at a nucleus also contains a large part from the surrounding atoms, together with effects of chemistry and of the screening of the core hole. I put all of that into a zero-field binding energy $E_0(z)$ and write

$$E_B(z)=E_0(z)+\phi(z).$$

Between equivalent sites in neighbouring cells of a uniformly polarized film, the local surroundings are the same, and the difference in potential is the macroscopic difference. That is why $\phi$ gives the dependence on depth.

The equation also assumes that the applied drop leaves $E_0$ unchanged. At a site without inversion symmetry, the response of the neighbouring ions can add a term proportional to the field. Such a term would be the same at every equivalent site, and it would add a constant to the result. The present model leaves it out.

Q: Suppose every depth produces its own displaced line. Why should the centre of the summed signal be the average displacement? The maximum of a sum of peaks is not the average of their maxima.

A: That is correct, and it is why the derivation concerns the centroid, meaning the mean binding energy of the line. Let $g(u)$ be the line shape of one emitter, with $\int g\,du=1$ and mean $m=\int u\,g\,du$. Let $w(z)$ be the weight with which depth $z$ contributes. The signal is

$$S(E)=\int_0^d w(z)\,g\bigl(E-E_0(z)-\phi(z)\bigr)\,dz .$$

For each depth, substitute $E=u+E_0+\phi$. The first moment of that depth's line is then

$$\int E\,g(E-E_0-\phi)\,dE=\int (u+E_0+\phi)\,g(u)\,du=m+E_0+\phi .$$

Its total area is one. Integrating over depth and dividing by the area of the whole signal gives the centroid

$$\bar E=m+\frac{\int_0^d w\,(E_0+\phi)\,dz}{\int_0^d w\,dz}.$$

For the same film without the drop, $\phi=0$. Subtracting that centroid removes $m$ and also the average of $E_0$, even if $E_0$ varies with depth. The centroid shift is

$$\Delta=\frac{\int_0^d w(z)\,\phi(z)\,dz}{\int_0^d w(z)\,dz}.$$

The subtraction is valid if the weights, $E_0(z)$ and the mean $m$ of the line shape are the same in both measurements.

Q: Core lines often have Lorentzian wings. Is their mean defined?

A: For an ideal Lorentzian extending over all energies, it is not. The wings fall as $1/u^2$, so the integrand of the first moment falls as $1/u$, and the separate integrals over the two wings diverge logarithmically. The formula therefore needs a line with a finite first moment. With measured data, one must either integrate over a finite window or fit a sum of displaced lines. In a finite window the result depends on the window's placement, because moving the line pushes different amounts of wing across its edges.

Q: Where does the weight come from, and why is a single exponential allowed?

A: Suppose a beam of photoelectrons loses the fraction $d\ell/\lambda$ of its unscattered electrons in each small path length $d\ell$. Its intensity then obeys $dI/d\ell=-I/\lambda$, whose solution is $I=I_0e^{-\ell/\lambda}$. An electron from depth $z$, leaving at angle $\theta$ from the surface normal along a straight line, travels $\ell=z/\cos\theta$ in the film. Hence

$$w(z)\propto e^{-z/L},\qquad L=\lambda\cos\theta .$$

The length $L$ is the attenuation length measured along the normal. This form assumes uniform emitters, uniform x-ray intensity through the film, and straight paths. It also takes $\lambda$ as constant over the small range of kinetic energies produced by the drop. Elastic scattering bends the paths and can make the weight depart from an exponential.

Q: The electrons also cross the gate. Does the gate not change the answer?

A: A laterally uniform gate multiplies the contribution of every depth by the same factor, provided all the electrons leave at the same angle. The factor appears in both the numerator and the denominator of $\Delta$, and it cancels. The gate reduces the signal, and so makes the measurement noisier, but within this model it does not move the centroid. A gate of uneven thickness also cancels if the film and the drop beneath it are the same everywhere. It does not cancel if thick parts of the gate lie over regions with a different drop.

Q: Then do the integral. I want to see where each term comes from.

A: Measure depth as a fraction of the thickness, $s=z/d$, and define $x=d/L$. Then $dz=d\,ds$, the weight is $e^{-xs}$, and $\phi=V(1-s)$. The common factor $d$ cancels, leaving

$$\Delta=V\bigl(1-\langle s\rangle\bigr),\qquad
\langle s\rangle=\frac{M}{N},$$

with

$$N=\int_0^1 e^{-xs}ds=\frac{1-e^{-x}}{x},\qquad
M=\int_0^1 s\,e^{-xs}ds .$$

For $M$, integrate by parts, differentiating $s$ and integrating the exponential:

$$M=\left[-\frac{s\,e^{-xs}}{x}\right]_0^1+\frac1x\int_0^1e^{-xs}ds
=-\frac{e^{-x}}{x}+\frac{1-e^{-x}}{x^2}.$$

Now divide each term by $N$. The second gives $1/x$. The first gives

$$-\frac{e^{-x}}{x}\,\frac{x}{1-e^{-x}}=-\frac{e^{-x}}{1-e^{-x}}=-\frac{1}{e^x-1},$$

where the last step multiplies the numerator and denominator by $e^x$. Therefore

$$\langle s\rangle=\frac1x-\frac1{e^x-1},$$

and the centroid shift is

$$\Delta=V f(x),\qquad f(x)=1-\frac1x+\frac1{e^x-1}.$$

Direct numerical integration of the weighted potential at $x=0.3$, 1, 2 and 6 agreed with this $f(x)$ to within $10^{-10}$.

Q: What happens when the thickness equals the attenuation length? At depth $L$ the potential is then zero, so I would expect no shift.

A: Put $x=1$. The first two terms of $f$ cancel, and

$$f(1)=\frac1{e-1}=0.582,\qquad
\Delta=\frac{V}{e-1}.$$

The shift is about 58 per cent of the drop. Your expectation takes $L$ as the mean depth of emission. That is true of an exponential extending to unlimited depth, but this film ends at $d$. The electrons that would have come from deeper are absent, and the mean depth is smaller:

$$\langle s\rangle=1-\frac1{e-1}=\frac{e-2}{e-1}=0.418 .$$

Since the potential is linear in depth, its average is the potential at this mean depth, $0.418\,d$. For a curved potential that last statement would generally fail.

Q: Is your answer consistent with a very thin film, where attenuation should not matter?

A: For small $x$, write $e^x-1=x(1+x/2+x^2/6+\cdots)$. Its reciprocal, through the first power of $x$, is

$$\frac1{e^x-1}=\frac1x\left[1-\frac x2-\frac{x^2}{6}+\frac{x^2}{4}+\cdots\right]
=\frac1x-\frac12+\frac{x}{12}+\cdots .$$

The term $x^2/4$ is the square of $x/2$ from the expansion of the reciprocal. Inserting this in $f$ cancels the two terms in $1/x$:

$$f(x)=\frac12+\frac{x}{12}+\cdots .$$

All depths then count almost equally, and the centroid reports the mid-plane potential $V/2$. Attenuation favours the gate side and raises the result. At $x=1$ these two terms give 0.583, close to the full value 0.582.

Q: And in the opposite limit?

A: When $x$ is large, $1/(e^x-1)$ is exponentially small and $f\simeq1-1/x$. The shift is then $V(1-L/d)$, which is the potential at depth $L$. This is your earlier expectation, valid for a film many attenuation lengths thick. As $d/L$ grows further at fixed $V$, the centroid approaches the potential on the gate side.

Q: If I had set the potential to zero on the gate side, would the shift have a different size?

A: Yes. The potential everywhere would be lower by $V$, so the shift would be $Vf-V=-V\langle s\rangle$. At $x=1$ this is $-0.418V$. The two numbers describe the same film against two references. A quoted shift has no definite meaning until its reference is named.

## Width, angle and a biased gate stack

Q: Before I object further, which results am I allowed to use?

A: The depth fraction $s$ runs from 0 at the gate side to 1 at the substrate side of a film of thickness $d$. The potential is $\phi=V(1-s)$, measured from the oxide side of the substrate interface. Depths are weighted by $e^{-xs}$, with $x=d/L$ and $L=\lambda\cos\theta$, where $\lambda$ is the attenuation length and $\theta$ the emission angle from the normal. Angle brackets denote the weighted average. Relative to the same film without a drop, the centroid moves in binding energy by

$$\Delta=Vf(x),\qquad f=1-\langle s\rangle=1-\frac1x+\frac1{e^x-1},$$

and $f(1)=1/(e-1)=0.582$.

Q: Attenuation lengths are uncertain. How much does an error in $L$ matter?

A: Differentiate the average $\langle s\rangle=M/N$, where $N=\int_0^1e^{-xs}ds$ and $M=\int_0^1s\,e^{-xs}ds$. Each derivative with respect to $x$ brings down a factor $-s$, so $N'=-M$ and $M'=-\int_0^1s^2e^{-xs}ds$. The quotient rule gives

$$\frac{d\langle s\rangle}{dx}=\frac{M'}{N}-\frac{MN'}{N^2}
=-\langle s^2\rangle+\langle s\rangle^2 .$$

Since $f=1-\langle s\rangle$,

$$\frac{df}{dx}=\langle s^2\rangle-\langle s\rangle^2\equiv v(x).$$

The slope is the variance of the emission depth in units of $d^2$. It is positive, so $f$ rises steadily with $x$. Differentiating the explicit form of $f$ gives

$$v(x)=\frac1{x^2}-\frac{e^x}{(e^x-1)^2}
=\frac1{x^2}-\frac1{4\sinh^2(x/2)} .$$

The last form follows on dividing the numerator and denominator of the second term by $e^x$, because $e^{x/2}-e^{-x/2}=2\sinh(x/2)$. At $x=1$, $v=0.0793$. If $L$ is 10 per cent longer at fixed $d$, then $x$ falls from 1 to $1/1.1$, a change of $-0.091$. The shift changes by about $-0.091\times0.0793\,V=-0.0072V$, a little over 1 per cent of $\Delta$.

The centroid shift is the drop across the oxide multiplied by a known function of thickness over attenuation length, and the slope of that function is the variance of the emission depth. What remains is the broadening of the line, a numerical example, and the effects of trapped charge, leakage and substrate band bending.

Numbers in the example were calculated in double precision.
